# Surface impedance of a specular metal by wavevector quadrature with analytic tail

Two errors await a designer who estimates the microwave loss of very pure, cold gold. The first is physical. At 10 GHz, lowering the resistivity from 2.2 to 0.022 µΩ cm should cut the surface resistance tenfold according to the classical skin effect. The nonlocal free-electron model below gives a factor of 5.51 for a specular surface (4.7 for a diffuse one), because the electrons travel much farther between collisions than the field penetrates. The second is numerical. The nonlocal impedance is an integral over wavevector whose integrand falls only as $1/q^2$. Cutting it off at 92 inverse mean free paths loses 23% of the cold reactance while changing the resistance by only 0.15%, so a check of the resistance alone would miss the fault. The scheme here cures both.

## Model and conventions

A nonmagnetic metal fills $z>0$. Its Fermi surface is a sphere, with speed $v_F$, relaxation time $\tau$, mean free path $l=v_F\tau$ and dc conductivity $\sigma_0=1/\rho$. Fields vary as $e^{-i\omega t}$ at normal incidence, and the surface reflects electrons specularly. The surface impedance is $Z=E_x(0)/H_y(0)=R-iX$, with $X>0$ inductive. Define

$$x=ql,\quad w=1-i\omega\tau,\quad \kappa=\frac{\omega l}{c},\quad \xi=\frac{\omega\mu_0l^2}{\rho}=\frac{2l^2}{\delta^2},$$

where $\delta=\sqrt{2\rho/(\omega\mu_0)}$ is the classical skin depth.

## The nonlocal conductivity

For a field $E\,e^{iqz}$ along $x$, write the change of the electron distribution as $-(\partial f_0/\partial\varepsilon)\varphi$. The linearized Boltzmann equation for charge $-e$ is

$$\left(-i\omega+iqv_z+\frac1\tau\right)\varphi=-ev_xE .$$

With $v_z=v_F\mu$ this gives $\varphi=-e\tau v_xE/(w+ix\mu)$. The current is the average of $-ev_x\varphi$ over the Fermi sphere times the density of states. Averaging $v_x^2$ over azimuth gives $v_F^2(1-\mu^2)/2$. Normalizing to $\sigma_0$ at $q=\omega=0$,

$$\frac{\sigma(q)}{\sigma_0}=\frac34\int_{-1}^{1}\frac{1-\mu^2}{w+ix\mu}\,d\mu=\frac{g(u)}{w},\qquad u=\frac xw .$$

The part odd in $\mu$ cancels, leaving

$$g(u)=\frac32\int_0^1\frac{1-\mu^2}{1+u^2\mu^2}\,d\mu .$$

Since $1-\mu^2=-(1+u^2\mu^2)/u^2+(1+u^2)/u^2$,

$$g(u)=\frac{3}{2u^3}\left[(1+u^2)\arctan u-u\right].$$

For large $u$ the integrand is concentrated at $|\mu|\lesssim1/|u|$: electrons moving nearly parallel to the surface carry the current.

## From conductivity to impedance

Faraday's law gives $E'=i\omega\mu_0H_y$, and Ampère's law gives $-H_y'=J-i\omega\varepsilon_0E$. Hence, inside the metal,

$$E''+\frac{\omega^2}{c^2}E+i\omega\mu_0J=0 .$$

A specularly reflected electron keeps $v_x$ and reverses $v_z$. Its history is that of an electron arriving from a mirror metal at $z<0$ with mirrored field. We may therefore continue $E$ evenly and use the bulk $\sigma(q)$. The slope of the continued field jumps by $2E'(0)$ at the surface, which puts $2E'(0)\delta(z)$ on the right-hand side. Fourier transformation gives

$$E(q)=-\frac{2E'(0)}{q^2-\omega^2/c^2-i\omega\mu_0\sigma(q)} .$$

Inverting at $z=0$, using evenness in $q$ and $Z=i\omega\mu_0E(0)/E'(0)$, we obtain

$$Z=-\frac{2i\omega\mu_0l}{\pi}\,I,\qquad I=\int_0^\infty\frac{dx}{x^2-\kappa^2-i\xi g(x/w)/w} .$$

The denominator has no zero on the path. Its imaginary part is $-\xi\,\mathrm{Re}(g/w)$, and the velocity average above has positive real part because $\mathrm{Re}\,w=1$.

## The analytic tail

For $|u|>1$ and $\mathrm{Re}\,u>0$, $\arctan u=\pi/2-\sum_{k\ge0}(-1)^ku^{-2k-1}/(2k+1)$. In $(1+u^2)\arctan u-u$, the $\pi/2$ term gives $\pi(1+u^2)/2$. The coefficient of $u^{1-2k}$ from the rest is, for $k\ge1$,

$$(-1)^k\left[\frac1{2k-1}-\frac1{2k+1}\right]=\frac{2(-1)^k}{4k^2-1}.$$

For $k=0$ it is $-1-1=-2$, which the same formula gives. Thus

$$g=\frac{3\pi}{4u}+\frac{3\pi}{4u^3}+3\sum_{k\ge0}\frac{(-1)^k}{4k^2-1}u^{-2k-2}\equiv\sum_{j\ge1}d_ju^{-j}.$$

Write the denominator of $I$ as $x^2(1-T)$, with $T=\sum_m t_mx^{-m}$. Then $t_2=\kappa^2$ and $t_{j+2}=i\xi d_jw^{j-1}$. If $1/(1-T)=\sum_nc_nx^{-n}$, the identity $1/(1-T)=1+T/(1-T)$ gives

$$c_0=1,\qquad c_n=\sum_{m=1}^{n}t_mc_{n-m},$$

and term-by-term integration gives

$$\int_Q^\infty(\cdots)\,dx=\sum_{n\ge0}\frac{c_n}{(n+1)Q^{n+1}} .$$

The leading term $1/Q$ is real. Since $Z$ is $-i$ times a positive number times $I$, this term enters the reactance and not the resistance.

Choose $Q=4M$, with $M=\max(|w|,|b|)$ and $|b|=(3\pi\xi/4)^{1/3}$. This choice can be justified for negligible $\kappa$. At $|x|=2M$ we have $|u|\ge2$, and summing the absolute values of the terms of $T$ gives at most 0.25. The absolute values $|c_n|(2M)^{-n}$ then sum to at most $1/(1-0.25)$, so $|c_n|Q^{-n}\le1.34\times2^{-n}$. After 48 terms the remainder is below $2\times10^{-16}/Q$.

## Pseudocode, cost and stability

```
input omega, rho, l, tau
w = 1 - i*omega*tau;  kappa2 = (omega*l/c)^2
xi = omega*mu0*l^2/rho
Q = 4*max(|w|, (3*pi*xi/4)^(1/3))
s = min(|w|, sqrt(xi/|w|))/4
panels: [0,s], then geometric panels to Q,
        ratio at most 2
body = 24-point Gauss-Legendre on each panel
t[m] = scaled coefficients t_m / Q^m
c[0] = 1
for n = 1..47: c[n] = sum(t[m]*c[n-m], m=1..n)
tail = sum(c[n]/(n+1), n=0..47)/Q
return -2i*omega*mu0*l/pi*(body + tail)
```

The panel count grows as $\log_2(Q/s)$. The cold example needs 10 panels, or 240 evaluations of $g$, and about a thousand multiplications for the recursion. Scaling by $Q^m$ keeps large powers out of the arithmetic.

The closed form of $g$ loses digits near $u=0$, where terms of order $u$ cancel to leave $u^3$. For $|u|<0.3$, expand $1/(1+u^2\mu^2)$ and integrate over $\mu$:

$$g=3\sum_{k\ge0}\frac{(-1)^ku^{2k}}{(2k+1)(2k+3)},$$

for which 16 terms suffice. The principal arctangent is correct because $\mathrm{Re}\,u>0$.

The main numerical danger is large $\omega\tau$. The branch points $u=\pm i$ lie at $x=\pm(\omega\tau+i)$, so one approaches the path relative to the local panel width. The loss of accuracy is modest but irregular: for $\xi=10^5$ and negligible $\kappa$, the relative error in $R$ is about $6\times10^{-9}$ at $\omega\tau=20$, $3\times10^{-5}$ at 50, $3\times10^{-7}$ at 70 and $10^{-5}$ at 100. Finer panels near $x=\omega\tau$ reduce it. The tests below go up to $\omega\tau=2$.

## Classical limit

Let $\omega\tau,\kappa\to0$, and set $a^2=-i\xi$ with $\mathrm{Re}\,a>0$. With $h=1-g$, expansion in $h$ gives

$$I=\int_0^\infty\frac{dx}{x^2+a^2}+a^2\int_0^\infty\frac{h\,dx}{(x^2+a^2)^2}+\cdots .$$

The first term is $\pi/(2a)$. For the second, the integral form of $g$ gives

$$h=\frac32\int_0^1(1-\mu^2)\frac{\mu^2x^2}{1+\mu^2x^2}\,d\mu .$$

Put $p=1/\mu$. Differentiating $\int_0^\infty x^2dx/[(x^2+p^2)(x^2+a^2)]=\pi/[2(a+p)]$ with respect to $a^2$ yields

$$\int_0^\infty\frac{x^2\,dx}{(1+\mu^2x^2)(x^2+a^2)^2}=\frac{\pi}{4a(1+a\mu)^2}.$$

Expanding $(1+a\mu)^{-2}=1-2a\mu+\cdots$, the second term of $I$ becomes

$$\frac{3\pi a}{8}\left[\frac2{15}-\frac{2a}{12}+\cdots\right]=\frac{\pi a}{20}-\frac{\pi a^2}{16}+\cdots .$$

The term quadratic in $h$ is of order $a^3$, since $h\simeq x^2/5$ at small $x$. Therefore

$$I=\frac{\pi}{2\sqrt{-i\xi}}\left(1-\frac{i\xi}{10}\right)+\frac{i\pi\xi}{16}+O(\xi^{3/2}).$$

Because $\sqrt{-i\xi}=(1-i)l/\delta$, the leading term gives $Z=-i\omega\mu_0\delta/(1-i)=(1-i)\rho/\delta$, the classical result. The $\xi/10$ correction lowers $R$ and raises $X$.

## Anomalous limit

For $\xi\to\infty$ at fixed $w$, the important $x$ are large. Let $b=|b|e^{-i\pi/6}$, so that $b^3=-3\pi i\xi/4$. Keeping two terms of $g$, the denominator is

$$x^2+\frac{b^3}{x}-\frac{4wb^3}{\pi x^2}.$$

The leading integral follows from $x=bt$; no pole lies between the real axis and this ray:

$$I_0=\int_0^\infty\frac{x\,dx}{x^3+b^3}=\frac{2\pi}{3\sqrt3\,b}.$$

The first correction is $(4wb^3/\pi)\int_0^\infty dx/(x^3+b^3)^2$. Differentiating $\int_0^\infty dx/(x^3+s)=2\pi s^{-2/3}/(3\sqrt3)$ with respect to $s$ gives $4\pi/(9\sqrt3\,b^5)$ for that integral. Hence

$$I\simeq I_0\left(1+\frac{8w}{3\pi b}\right).$$

The next terms have integrands varying as $1/x$ between $|w|$ and $|b|$, so the relative remainder is of order $\ln|b|/|b|^2$. Substituting $I_0$, and using $l/|b|=[4\rho l/(3\pi\omega\mu_0)]^{1/3}$,

$$Z_\infty=\frac{4\omega\mu_0}{3\sqrt3}\left[\frac{4\rho l}{3\pi\omega\mu_0}\right]^{1/3}e^{-i\pi/3}.$$

In this limit $X/R=\sqrt3$. In the free-electron model $\rho l$ depends on the carrier density alone, so the loss saturates on further purification. Purification also raises $\omega\tau$ in proportion to $|b|$, which makes $R$ settle slightly below this law: at 4.99 instead of 5.02 mΩ/sq for the gold example below at 10 GHz. Taking real and imaginary parts of the corrected form gives the relative changes

$$\frac{\Delta R}{R}=\frac{8}{3\pi|b|}(\sqrt3-\omega\tau),\qquad\frac{\Delta X}{X}=\frac{8}{3\pi|b|}\left(\frac1{\sqrt3}+\omega\tau\right).$$

## Gold at 10 GHz

The rough typical inputs are $5.9\times10^{22}$ electrons per cm³ and resistivities of 2.2, 0.5 and 0.022 µΩ cm, for 300 K, 77 K and a very pure sample at 4 K. Free-electron relations give $l=\hbar k_F/(ne^2\rho)$.

| Case | $l$ (nm) | $\delta$ (nm) | $R$ (mΩ/sq) | $X$ (mΩ/sq) | $\rho/\delta$ (mΩ/sq) |
|---|---|---|---|---|---|
| 300 K | 38.1 | 746.5 | 29.43 | 29.51 | 29.47 |
| 77 K | 167.7 | 355.9 | 13.80 | 14.58 | 14.05 |
| 4 K | 3812 | 74.7 | 5.34 | 8.95 | 2.95 |

For the cold case, the quadrature part $0.035874+0.027820i$ and the tail $0.010834+0.000042i$ add to $I=0.046708+0.027862i$. The prefactor $2\omega\mu_0l/\pi$ is 0.1916 Ω, so $R=0.1916\times0.027862$ Ω $=5.34$ mΩ and $X=0.1916\times0.046708$ Ω $=8.95$ mΩ per square. With only the leading tail term, $X$ is already within 0.001% of its full value, but $R$ is still 0.15% low. The first imaginary coefficient, $c_3$, removes most of that error.

Here $|b|=23.08$ and $\omega\tau=0.172$. The anomalous law gives $R=5.02$ and $X=8.70$ mΩ/sq; the first correction raises them by 5.7% and 2.8%, to 5.308 and 8.935. At 77 K, $\xi=0.44$ is too large for the classical expansion. Relative to the classical $R$, its two corrections are $-\xi/10=-4.4$% and $+\xi\sqrt{2\xi}/8=+5.2$%, which sum to a rise, whereas the quadrature gives a fall of 1.8%, or 1.4% if $\omega\tau$ is set to zero as in the expansion.

With the cold $\rho$ and $l$ held fixed, $R$ rises from 1.25 mΩ/sq at 1 GHz to 5.34 at 10 GHz and 23.26 at 100 GHz. The successive factors, 4.26 and 4.36, lie between the classical $10^{1/2}=3.16$ and the anomalous $10^{2/3}=4.64$. At 100 GHz $\omega\tau=1.72$ nearly cancels the $\sqrt3$ in $\Delta R/R$, so $R$ there lies close to the limiting law.

## Independent tests

A real-space solution avoids the Fourier transform, the even continuation and the closed form of $g$. With $z$ in units of $l$, it solves

$$wf+\mu f'=E,\qquad E''=-\kappa^2E-\frac{3i\xi}{4}\int_{-1}^{1}(1-\mu^2)f\,d\mu$$

on 60 directions per hemisphere. The matrix of this linear system is diagonalized, and its decaying modes are combined to satisfy $f(\mu)=f(-\mu)$ at the surface. For $(\xi,\omega\tau,\kappa^2)=(0.05,0.01,0)$, $(5,0.5,0.001)$, $(300,2,0.1)$ and $(5000,0.2,0)$, the largest relative deviation from the scheme was $2.4\times10^{-13}$. Adaptive quadrature over a mapped infinite range deviated by at most $3.1\times10^{-11}$.

## Where the physics fails

A real conductor can have a rough surface and a finite thickness. Replacing $f(\mu)=f(-\mu)$ by $f(\mu>0)=0$ in the real-space solver describes fully diffuse reflection. It raises the cold $R$ by 17%, to 6.25 mΩ/sq, and $X$ to 10.35.

A film of thickness $d$ driven equally on both faces has a kink of $2E'(0)$ at every multiple of $d$ in the continued field. The integral over $q$ then becomes a sum over $q=2\pi n/d$ with spacing $2\pi/d$ and half weight at $n=0$. For $d=1$ µm, well below the cold mean free path, the specular film has $R=4.61$ and $X=9.86$ mΩ/sq per face. With diffuse faces the values are 5.39 and 11.21. The near agreement of this last $R$ with the specular half-space value is a cancellation of two effects; $X$ differs by 25%.

The cold resistivity is itself favourable. A mean free path of 3.8 µm needs very pure metal with large grains, whereas grain boundaries in a deposited film can limit it to much less. A film much thicker than the field penetration, with a residual resistivity of 0.5 µΩ cm, would have the 77 K values of the table even at 4 K if its faces reflect specularly, since this model knows temperature only through $\rho$. About 3 µm is thick enough for this, while 1 µm gives an $R$ lower by 9%. With diffuse faces the thick film has $R\approx14.3$ and $X\approx16.2$ mΩ/sq.

The true Fermi surface of gold is not a sphere. As a measure of sensitivity, raising $\sigma_0/l$ by 10% at fixed $\rho$ and $\tau$ lowers the cold $R$ by 2.7%, and changing $\rho l$ by $\pm20$% moves the factor of 5.51 between 5.2 and 5.9. An assumed bound-electron permittivity of 10 changes the complex $Z$ by an amount $\Delta Z$ with $|\Delta Z|/|Z|$ about $3\times10^{-7}$%. The semiclassical conductivity is unjustified near $q=2k_F$, but wavevectors beyond that point supply only 0.02% of the cold integral. The digits quoted for gold serve to check the calculation; the rough inputs do not fix them for a real sample.

## Computed values

```
Electron density (rough input): 5.90e+22 cm^-3
Fermi wavevector: 12.04 nm^-1
Fermi velocity: 1.394e+08 cm/s
Frequency: 10 GHz
300 K: resistivity (rough input) 2.200 uOhm cm
300 K: mean free path 38.1 nm, classical skin depth 746.5 nm
300 K: xi = 0.005215, omega tau = 0.001718
300 K: computed R = 29.432, X = 29.511 mOhm/sq, X/R = 1.0027
300 K: classical law R = X = 29.471 mOhm/sq
77 K: resistivity (rough input) 0.500 uOhm cm
77 K: mean free path 167.7 nm, classical skin depth 355.9 nm
77 K: xi = 0.4442, omega tau = 0.007558
77 K: computed R = 13.803, X = 14.578 mOhm/sq, X/R = 1.0561
77 K: classical law R = X = 14.050 mOhm/sq
4 K: resistivity (rough input) 0.022 uOhm cm
4 K: mean free path 3811.9 nm, classical skin depth 74.7 nm
4 K: xi = 5215, omega tau = 0.1718
4 K: computed R = 5.338, X = 8.949 mOhm/sq, X/R = 1.6764
4 K: classical law R = X = 2.947 mOhm/sq
4 K: anomalous law R = 5.020, X = 8.695 mOhm/sq
4 K: anomalous law with first correction R = 5.308, X = 8.935 mOhm/sq
4 K: |b| = 23.08, anomalous length l/|b| = 165.2 nm
R(300 K)/R(4 K): computed 5.51, classical 10.00
4 K: cutoff Q = 92.30 (units of 1/l)
4 K: quadrature part 0.035874 +0.027820i
4 K: analytic tail 0.010834 +0.000042i
4 K: tail coefficients kept 0: error in R -1.50e-01 %, in X -2.32e+01 %
4 K: tail coefficients kept 1: error in R -1.50e-01 %, in X 9.59e-04 %
4 K: tail coefficients kept 4: error in R 1.68e-03 %, in X 9.59e-04 %
4 K: tail coefficients kept 12: error in R -3.75e-09 %, in X -1.01e-07 %
4 K at 1 GHz: R = 1.253, X = 1.967 mOhm/sq, omega tau = 0.017
4 K at 100 GHz: R = 23.260, X = 42.066 mOhm/sq, omega tau = 1.718
Diffuse surface, 4 K: R = 6.254, X = 10.351 mOhm/sq, R ratio to specular 1.1714
Film thickness, driven on both faces: 1000 nm
Specular film, 4 K, per face: R = 4.606, X = 9.856 mOhm/sq
Diffuse film, 4 K, per face: R = 5.391, X = 11.207 mOhm/sq
sigma0/l raised by 10 %, 4 K: R changes by -2.72 %
Bound-electron permittivity 10 (assumed), 4 K: |Z| shift 3.1e-07 %
Share of integral beyond 2 k_F, 4 K: 2.0e-02 %
Largest deviation from adaptive quadrature: 3.1e-11
Largest deviation from real-space modes: 2.4e-13
```
